# Momentum-Dependent Spin Splitting Without Spin-Orbit Coupling in a Two-Site Altermagnet

Before computing the bands of a collinear magnet with zero net moment, one must decide whether a spin-polarized calculation without spin-orbit coupling can show a spin splitting at all, or whether a two-component calculation with that coupling is needed. One must also decide whether to plot both spin channels, and along which lines. If compensation guaranteed spin degeneracy, one channel would suffice, and any splitting would have to wait for the relativistic step. For one class of compensated magnets that choice would miss a splitting already present in the non-relativistic bands.

## The belief and its appeal

The belief is that a spin splitting which varies with momentum, in a crystal with no net magnetization, must come from spin-orbit coupling.

Several true facts support it. Spin-orbit coupling does tie spin to momentum. In a nonmagnetic crystal without it, up and down electrons obey the same Hamiltonian, so there is no splitting. In the simplest antiferromagnet, a translation carries the up sublattice onto the down sublattice, and the bands are again degenerate. It is tempting to conclude that equal and opposite moments cancel in the band energies as they do in the magnetization.

But zero magnetization is a statement about a sum over the crystal, or equally over all occupied momenta. It does not require $E_\uparrow(\mathbf k)=E_\downarrow(\mathbf k)$ at each $\mathbf k$. Whether that equality holds depends on which spatial operation joins the two sublattices.

## A model with no spin-orbit term

Take a square lattice with lattice constant 1, sublattice A at $(0,0)$ and B at $(1/2,1/2)$. The hopping amplitudes are real and the same for both spins:

- $-t$ between each A site and its four B neighbours;
- on A, $-t_a$ along $x$ and $-t_b$ along $y$;
- on B, $-t_b$ along $x$ and $-t_a$ along $y$.

A collinear exchange field gives an electron of spin $s=+1$ (up) or $-1$ (down) the energy $-s\Delta$ on A and $+s\Delta$ on B, with $\Delta>0$. No term flips spin along the moment axis, so each spin has its own $2\times2$ problem.

Use Bloch sums with phases $e^{i\mathbf k\cdot\mathbf r}$ at the true site positions. The four A–B bonds give

$$
g=-t\sum_{\pm,\pm}e^{-i(\pm k_x\pm k_y)/2}
=-4t\cos\frac{k_x}{2}\cos\frac{k_y}{2}.
$$

The diagonal elements are

$$
H_{AA}=-2t_a\cos k_x-2t_b\cos k_y-s\Delta,
$$
$$
H_{BB}=-2t_b\cos k_x-2t_a\cos k_y+s\Delta .
$$

Half their sum is

$$
\varepsilon_0=-(t_a+t_b)(\cos k_x+\cos k_y),
$$

and half their difference is $d-s\Delta$, where

$$
d=-(t_a-t_b)(\cos k_x-\cos k_y).
$$

With Pauli matrices $\tau$ acting on the sublattice index,

$$
H_s=\varepsilon_0+g\tau_x+(d-s\Delta)\tau_z .
$$

Because $\tau_x\tau_z+\tau_z\tau_x=0$, the cross terms cancel when the traceless part is squared:

$$
[g\tau_x+(d-s\Delta)\tau_z]^2=g^2+(d-s\Delta)^2\equiv S_s^2 .
$$

A traceless $2\times2$ Hermitian matrix has eigenvalues of opposite sign, so

$$
E_{s,\pm}=\varepsilon_0\pm S_s .
$$

The spin splitting of the upper band is

$$
E_{\uparrow,+}-E_{\downarrow,+}=S_\uparrow-S_\downarrow
=\frac{S_\uparrow^2-S_\downarrow^2}{S_\uparrow+S_\downarrow}.
$$

In the numerator $g^2$ cancels, leaving $(d-\Delta)^2-(d+\Delta)^2=-4d\Delta$. Hence

$$
E_{\uparrow,\pm}-E_{\downarrow,\pm}
=\mp\frac{4d\Delta}{S_\uparrow+S_\downarrow}.
$$

This refutes the belief. The splitting needs an exchange field, $\Delta\ne0$, and a difference between the sublattices' hopping, $d\ne0$. It needs no spin-orbit coupling. Since $d$ changes sign when $k_x$ and $k_y$ are interchanged, so does the splitting.

The absence of spin-orbit coupling can be checked in another way. Turning all moments together is a global spin rotation, which leaves spin-independent hopping unchanged and cannot alter the spectrum. Diagonalization of a periodic 128-site cluster with its full spin space confirmed this for two moment axes: both spectra agreed with the formula to better than $10^{-10}$ eV. The model therefore fixes the splitting but not the direction of the moments in space.

## The splitting in numbers

Choose round parameters, attached to no material: $t=0.50$, $t_a=0.15$, $t_b=0.05$ and $\Delta=1.00$ eV. At X, $\mathbf k=(\pi,0)$, the factor $\cos(\pi/2)$ makes $g=0$. Also $\varepsilon_0=0$, and

$$
d=-(0.15-0.05)(-1-1)=0.20\ \text{eV}.
$$

The upper-band energies are

$$
E_\uparrow=|0.20-1.00|=0.80\ \text{eV},\qquad
E_\downarrow=|0.20+1.00|=1.20\ \text{eV}.
$$

The splitting is $-0.40$ eV. At Y, $\mathbf k=(0,\pi)$, $d=-0.20$ eV and the splitting is $+0.40$ eV.

The orbital picture explains these energies. At X the sublattices do not mix, because $g=0$. The upper-band up electron lives on B, where exchange costs it $+1.00$ eV. Its hopping energy there is $-2t_b\cos\pi-2t_a\cos0=0.10-0.30=-0.20$ eV, for a total of 0.80 eV. The upper-band down electron lives on A, where exchange also costs $+1.00$ eV, but the hopping energy is $0.30-0.10=+0.20$ eV. Exchange ties spin to sublattice, and the crystal ties sublattice to a preferred hopping direction. Together they tie spin to momentum.

Away from X the sublattices mix. At $(3\pi/4,\pi/4)$, $d=0.1414$ eV and $g=-0.7071$ eV, which give $S_\uparrow=1.1123$ and $S_\downarrow=1.3427$ eV. The splitting is

$$
-\frac{4(0.1414)(1.00)}{1.1123+1.3427}=-0.230\ \text{eV}.
$$

The highest valence energy, found on a momentum grid, is $-0.60$ eV at M, $(\pi,\pi)$. The lowest conduction energy is $0.80$ eV, for up electrons at X and down electrons at Y. With two electrons per cell the model is thus an insulator with a 1.40 eV gap.

## What sets the size

Since $S_s\ge|d-s\Delta|$,

$$
S_\uparrow+S_\downarrow\ge|d-\Delta|+|d+\Delta|=2\max(|d|,\Delta).
$$

The last equality follows by taking the cases $|d|<\Delta$ and $|d|\ge\Delta$ in turn. Inserting this in the splitting formula gives

$$
|E_\uparrow-E_\downarrow|\le
\frac{4|d|\Delta}{2\max(|d|,\Delta)}
=2\min(|d|,\Delta),
$$

with equality where $g=0$. At X the splitting is 0.20 eV for $\Delta=0.10$ eV, but 0.40 eV for $\Delta=0.50$, 1.00 and 2.00 eV alike. Once $\Delta$ exceeds $|d|$, the scale at X is the hopping anisotropy. As $|d|\le2|t_a-t_b|=0.20$ eV throughout the zone, 0.40 eV is also the largest splitting for these parameters.

When the anisotropy is weak, $|d|\ll\sqrt{g^2+\Delta^2}$, the terms linear in $d$ have opposite signs in $S_\uparrow$ and $S_\downarrow$ and cancel in their sum. Thus $S_\uparrow+S_\downarrow=2\sqrt{g^2+\Delta^2}+O(d^2)$, and

$$
E_{\uparrow,+}-E_{\downarrow,+}\simeq
-\frac{2d\Delta}{\sqrt{g^2+\Delta^2}},
$$

with a relative error of order $d^2$. Halving $t_a-t_b$ at a fixed general momentum, with $t_a+t_b$ held constant, reduced that error by a factor of 4.01, as expected.

Near $\Gamma$, $\cos k_x-\cos k_y\simeq-(k_x^2-k_y^2)/2$ and $g\simeq-4t$. Therefore $d\simeq(t_a-t_b)(k_x^2-k_y^2)/2$, and to leading order in momentum

$$
E_{\uparrow,+}-E_{\downarrow,+}\simeq
-\frac{(t_a-t_b)\Delta}{\sqrt{16t^2+\Delta^2}}(k_x^2-k_y^2).
$$

This is the d-wave form: quadratic in momentum, with a sign change under a quarter-turn. Here its coefficient is $-0.10/\sqrt5=-0.0447$ eV, with momentum measured in inverse lattice constants.

## Which symmetry protects degeneracy

The condition on the sublattices can be stated without the band formula. Real hopping gives $H_s(-\mathbf k)=H_s(\mathbf k)^*$. A Hermitian matrix and its complex conjugate have the same eigenvalues, so

$$
E_s(\mathbf k)=E_s(-\mathbf k).
$$

Now reverse every spin. This reverses the exchange field and leaves the hopping alone. If a spatial operation that interchanges the sublattices restores the original crystal, the combined operation is a symmetry. When its spatial part acts on momentum as $R$,

$$
E_\uparrow(\mathbf k)=E_\downarrow(R\mathbf k).
$$

Three cases follow.

1. **Translation.** Here $R\mathbf k=\mathbf k$, so the bands are degenerate.
2. **Inversion.** Here $R\mathbf k=-\mathbf k$, and evenness turns $E_\uparrow(\mathbf k)=E_\downarrow(-\mathbf k)$ into degeneracy. In two dimensions a half-turn about the normal acts on momentum in the same way.
3. **Quarter-turn.** Here $E_\uparrow(\mathbf k)=E_\downarrow(C_4\mathbf k)$, which does not force degeneracy at any particular momentum that the quarter-turn moves, although, as shown below, the splitting must still vanish along some lines.

The model belongs to the third case. A quarter-turn about $(1/2,0)$ carries A sites to B sites and turns $x$ bonds into $y$ bonds, as the interchange of $t_a$ and $t_b$ requires. So "related by rotation" is too loose a criterion: no operation that joins the opposite-spin sublattices may send every $\mathbf k$ to itself or to $-\mathbf k$. This rules out a translation or an inversion and, in a two-dimensional crystal, also a half-turn about the normal or a mirror in the plane of the layer.

Controls separate these cases. Over 60 random momenta the largest splitting in the model was 0.38 eV. Giving both sublattices the same anisotropic hopping, so that a translation joins them, removed the splitting. It stayed absent when one A–B bond per site was strengthened, which breaks that translation but keeps an inversion between the sublattices. Setting $\Delta=0$ or $t_a=t_b$ also removed it.

The quarter-turn also explains the compensation. As $\mathbf k$ runs over the zone, so does $C_4\mathbf k$, and the two spins therefore have equal numbers of states below any chemical potential. With $\Delta$ held fixed and the chemical potential at 1.013 eV, inside the upper band, each spin fills 7.1% of that band. The moments cancel although the bands do not coincide.

## Where the splitting vanishes

Let $f(\mathbf k)$ be the splitting of one band. Taken at the momentum $C_4\mathbf k$, the quarter-turn relation gives $E_\uparrow(C_4\mathbf k)=E_\downarrow(-\mathbf k)$, which equals $E_\downarrow(\mathbf k)$ by evenness. Therefore

$$
f(C_4\mathbf k)=E_\downarrow(\mathbf k)-E_\uparrow(\mathbf k)=-f(\mathbf k).
$$

The splitting vanishes at $\Gamma$ and M, which the quarter-turn maps to themselves up to a reciprocal lattice vector. Since $f$ is continuous, it must also vanish somewhere on any path from a split point $\mathbf k$ to $C_4\mathbf k$.

The quarter-turn alone does not put these zeros on the diagonals. That takes the diagonal mirrors, which, combined with the sublattice translation and a spin flip, exchange $k_x$ and $k_y$ up to a common sign. A 0.02 eV diagonal hopping of opposite sign on the two sublattices, and of opposite sign along the two diagonals, breaks the mirrors but keeps the quarter-turn. With amplitude $-0.02$ eV along $(1,1)$ and $+0.02$ eV along $(1,-1)$ on A, it adds $0.08\sin k_x\sin k_y$ eV to $d$ and changes the upper-band splitting at $(\pi/2,\pi/2)$ from zero to $-0.113$ eV; the opposite choice of signs gives $+0.113$ eV.

This matters for the band plot. With the mirrors intact, the line $\Gamma$–M shows degenerate bands throughout, and a plot confined to it would wrongly suggest an ordinary antiferromagnet. The line $\Gamma$–X reveals the splitting, and $\Gamma$–Y reveals its reversal.

## How a spin-orbit splitting differs

In a nonmagnetic crystal, time reversal gives $E_\uparrow(\mathbf k)=E_\downarrow(-\mathbf k)$ when spin along one axis is conserved. Any splitting is then odd in momentum. Without spin-orbit coupling the bands are also even, and a function both odd and even is zero. This is the setting in which the belief is correct.

To see the odd case, set $\Delta=0$ and add, on both sublattices, a hopping $+is\lambda$ for a step of one lattice constant along $+x$ and $-is\lambda$ for the reverse step. Time reversal flips $s$ and conjugates $i$, so it leaves this term unchanged. The term adds

$$
is\lambda(e^{-ik_x}-e^{ik_x})=2s\lambda\sin k_x
$$

to the energy, and the splitting is $4\lambda\sin k_x$. For $\lambda=0.02$ eV and $\mathbf k=(2.0,0.7)$ it is $+0.073$ eV, and at $-\mathbf k$ it is $-0.073$ eV. In the compensated magnet the splitting of the upper band is $-0.165$ eV at both momenta. In these two models, comparing $\mathbf k$ with $-\mathbf k$ tells the mechanisms apart.

## Where the exchange field comes from

One may still suspect that spin-orbit coupling is hidden in $\Delta$. A strong enough on-site repulsion $U$ produces it in mean-field theory, with no spin-orbit term. At half filling, with one electron per site and a moment $m$ on A and $-m$ on B, an electron of spin $s$ on A meets the opposite-spin density $(1-sm)/2$. Its potential is $U/2-sUm/2$. The constant shifts all levels equally, and the rest is the assumed field with

$$
\Delta=\frac{Um}{2}.
$$

The moment follows from the filled lower bands. The projector onto the lower state is $\tfrac12[1-(g\tau_x+(d-s\Delta)\tau_z)/S_s]$, and its A element is the weight on A. Subtracting the down weight from the up weight and averaging over momentum gives

$$
m=\frac12\left\langle
\frac{\Delta-d}{S_\uparrow}+\frac{\Delta+d}{S_\downarrow}
\right\rangle_{\mathbf k}.
$$

For the chosen parameters $m=0.779$, in electrons, and the repulsion that sustains the field is $U=2(1.00)/0.779=2.57$ eV. On the 128-site cluster, with $U$ fixed by the same relation on the cluster's own momenta, a site-by-site iteration started from a smaller, randomly perturbed staggered moment. It returned to $\Delta=1.00$ eV on every site to within $10^{-6}$ eV.

This shows a self-consistent collinear solution. It leaves out correlation beyond mean field, and it does not show that no other magnetic order lies lower in energy.

## The decision

A spin-polarized calculation without spin-orbit coupling can contain this splitting, provided that it keeps the different surroundings of the two sublattices. Both spin channels should be plotted, along lines off the symmetry-enforced zeros. Spin-orbit coupling must still be included to find its contribution to the preferred moment axis and the mixing of the two spins that it causes, neither of which this model can supply. The numerical output lists the upper-band energies at nine momenta and the results of the controls.

## Calculated quantities

```
t, ta, tb, Delta (eV): 0.50 0.15 0.05 1.00
Upper band, all energies in eV; k in units of pi/a
kx ky | eps0 d g | E_up E_down | E_up-E_down
0.00 0.00 | -0.4000 0.0000 -2.0000 | 1.8361 1.8361 | 0.0000
1.00 1.00 | 0.4000 0.0000 0.0000 | 1.4000 1.4000 | 0.0000
1.00 0.00 | 0.0000 0.2000 0.0000 | 0.8000 1.2000 | -0.4000
0.00 1.00 | 0.0000 -0.2000 0.0000 | 1.2000 0.8000 | 0.4000
0.50 0.00 | -0.2000 0.1000 -1.4142 | 1.4763 1.5916 | -0.1153
0.00 0.50 | -0.2000 -0.1000 -1.4142 | 1.5916 1.4763 | 0.1153
0.50 0.50 | 0.0000 0.0000 -1.0000 | 1.4142 1.4142 | 0.0000
0.75 0.25 | 0.0000 0.1414 -0.7071 | 1.1123 1.3427 | -0.2304
0.25 0.75 | 0.0000 -0.1414 -0.7071 | 1.3427 1.1123 | 0.2304
Lower band at X, up and down (eV): -0.8000 -1.2000
Valence maximum, at M (eV): -0.6000
Conduction minimum, up at X, down at Y (eV): 0.8000
Gap (eV): 1.4000
Largest splitting in upper band (eV): 0.4000
Weight on B of upper up state at X: 1.0000
Delta, |splitting| at X (eV): 0.10 0.2000
Delta, |splitting| at X (eV): 0.50 0.4000
Delta, |splitting| at X (eV): 1.00 0.4000
Delta, |splitting| at X (eV): 2.00 0.4000
Coefficient of kx^2-ky^2 near Gamma, formula (eV a^2): -0.04472
Same, from diagonalization (eV a^2): -0.04472
Weak-anisotropy error ratio on halving ta-tb: 4.008
Largest |splitting| over 60 random k (eV):
  sublattices joined by quarter-turn: 0.3802
  joined by translation: 0.0000
  joined by inversion only: 0.0000
  no exchange field: 0.0000
  no hopping anisotropy: 0.0000
Splitting at (pi/2,pi/2), mirrors kept (eV): 0.0000
Same, mirrors broken by 0.02 eV hopping (eV): -0.1130
Test momentum k (1/a): 2.0 0.7
Altermagnet splitting at k, -k (eV): -0.1655 -0.1655
Nonmagnet, 0.02 eV spin-orbit hopping, k, -k (eV): 0.0727 -0.0727
Chemical potential for doping count (eV): 1.013
Upper-band filling, up and down: 0.0714 0.0714
Sublattice moment m (Bohr magnetons, g=2): 0.7788
Repulsion U that sustains Delta (eV): 2.5681
Cluster: sites, max spectrum error below 1e-10 eV: 128 True
```
